# The Layzer-Bahcall Double Expansion and the 2s - 2p1/2 Interval of Lithium-Like Ions

An ion with three electrons has a 2s or a 2p$_{1/2}$ electron outside a filled 1s shell. In a bare Coulomb field these two states have the same Dirac energy, so within the Dirac-Coulomb model their separation comes from the repulsion by the core. Along the isoelectronic sequence the interval first grows nearly linearly with the nuclear charge $Z$, and then faster, as the orbitals become relativistic. Two small quantities are at work: $1/Z$ measures the repulsion against the nuclear attraction, and $(\alpha Z)^2$ measures relativity. The question is when the energy is a power series in both.

## Scaling the Hamiltonian

Hartree atomic units are used, with $c=1/\alpha$, a point nucleus and the rest energy subtracted:

$$H=\sum_i\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2-\frac{Z}{r_i}\right]+\sum_{i<j}\frac1{r_{ij}} .\tag{1}$$

For correlated states $H$ is restricted to positive-energy hydrogenic orbitals (the no-pair prescription). Set $\mathbf r=\mathbf x/Z$, so that $\mathbf p=Z\mathbf p_x$, and define $g=1/Z$ and $\lambda=\alpha Z$. Then $c\,p=Z^2p_x/\lambda$, $c^2=Z^2/\lambda^2$, $Z/r=Z^2/x$ and $1/r_{ij}=Z/x_{ij}$. Hence

$$\frac{H}{Z^2}=\sum_i h_i(\lambda)+gV,\qquad V=\sum_{i<j}\frac1{x_{ij}},\tag{2}$$

where $h=\boldsymbol\alpha\cdot\mathbf p_x/\lambda+(\beta-1)/\lambda^2-1/x$. The hydrogenic projector depends on $\lambda$ alone. At fixed $\lambda$ the repulsion is therefore a perturbation of strength $g$, and

$$E=Z^2\left[\varepsilon_0(\lambda)+g\,\varepsilon_1(\lambda)+g^2\varepsilon_2(\lambda)+\dots\right].\tag{3}$$

## Zeroth order and the relativistic complex

Let $P$ and $Q$ be the large and small radial functions and $\kappa=\mp(j+\tfrac12)$ for $j=l\pm\tfrac12$. With $W=1+\lambda^2\varepsilon$, the equation $h\psi=\varepsilon\psi$ becomes

$$P'+\frac{\kappa}{x}P=\left(\frac{1+W}{\lambda}+\frac{\lambda}{x}\right)Q,\qquad Q'-\frac{\kappa}{x}Q=\left(\frac{1-W}{\lambda}-\frac{\lambda}{x}\right)P .\tag{4}$$

At large $x$ the solutions decay as $e^{-\mu x}$ with $\mu^2=(1-W^2)/\lambda^2$. Near the origin $P\simeq p_0x^\gamma$ and $Q\simeq q_0x^\gamma$ give $(\gamma+\kappa)p_0=\lambda q_0$ and $(\gamma-\kappa)q_0=-\lambda p_0$, so $\gamma=\sqrt{\kappa^2-\lambda^2}$.

Bound states are $x^\gamma e^{-\mu x}$ times polynomials of degree $\nu$, with coefficients $p_k,q_k$. The highest power in the first of equations (4) gives $q_\nu=-\lambda\mu p_\nu/(1+W)$. The next power gives

$$(\gamma+\nu+\kappa)p_\nu-\lambda q_\nu=\mu p_{\nu-1}+\frac{1+W}{\lambda}q_{\nu-1},$$

$$(\gamma+\nu-\kappa)q_\nu+\lambda p_\nu=\frac{1-W}{\lambda}p_{\nu-1}+\mu q_{\nu-1}.$$

Multiply the first by $(1-W)/\lambda$, the second by $\mu$, and subtract. The right side vanishes because $\mu^2=(1-W^2)/\lambda^2$. Inserting $q_\nu$ and using $\lambda\mu^2/(1+W)=(1-W)/\lambda$, the terms in $\kappa$ cancel:

$$\frac{2(1-W)(\gamma+\nu)}{\lambda}-\frac{2W\lambda\mu}{1+W}=0 .$$

Multiplication by $\lambda(1+W)/2$ gives $\lambda^2\mu^2(\gamma+\nu)=\lambda^2\mu W$, or $\mu(\gamma+\nu)=W$. Squaring and solving for $W$, with $n=\nu+|\kappa|$,

$$\varepsilon_{nj}=\frac1{\lambda^2}\left\{\left[1+\frac{\lambda^2}{(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\}
=-\frac1{2n^2}-\frac{\lambda^2}{2n^3}\left(\frac1{|\kappa|}-\frac3{4n}\right)+\dots\tag{5}$$

The sign of $\kappa$ has dropped out. It matters for $\nu=0$ alone: there $q_0/p_0=(\gamma+\kappa)/\lambda$ must equal the negative number $-\lambda\mu/(1+W)$, which requires $\kappa<0$. Thus 2s and 2p$_{1/2}$ are degenerate, while 2p$_{3/2}$ lies higher by

$$\delta=\frac{\lambda^2}{16}\left(1-\frac12\right)+\dots=\frac{\lambda^2}{32}+\dots\tag{6}$$

For many electrons $\varepsilon_0=\sum_i\varepsilon_{n_ij_i}$, which depends on how many electrons occupy each pair $(n,j)$. The repulsion conserves total parity and total $J$. A **relativistic complex** is therefore the set of states with the same $(n,j)$ occupations, the same total parity and the same $J$. Parity must be stated separately, since one $(n,j)$ can belong to two values of $l$.

Apart from accidental coincidences of $\varepsilon_0$, $V$ is diagonalized within the complex. The eigenvalue is $\varepsilon_1$, and if it is nondegenerate with eigenvector $|0\rangle$, then

$$\varepsilon_2=\sum_{k\notin\text{complex}}\frac{|\langle k|V|0\rangle|^2}{\varepsilon_0-\varepsilon_0^{(k)}} .\tag{7}$$

## The second expansion and its conditions

Equations (4) are unchanged by $\lambda\to-\lambda$, $Q\to-Q$. The radial densities

$$\rho_{ab}=P_aP_b+Q_aQ_b\tag{8}$$

are then even in $\lambda$, and so is a first-order energy built from them. The nonrelativistic complex is the larger set with equal occupations of the $n$ shells, equal parity and equal $J$. Suppose that a state is alone in it and that its $\varepsilon_0$ does not lie in a continuum of the same parity and $J$. The second condition excludes autoionizing states, such as 2s2p in a two-electron ion. Apart from accidental coincidences, the denominators in (7) then stay away from zero as $\lambda\to0$, and expansion in $\lambda^2$ gives the Layzer-Bahcall form

$$E=\sum_{m,n}a_{mn}\,Z^{2-n}(\alpha Z)^{2m}.\tag{9}$$

Here $n$ counts orders in the repulsion. One restriction remains. The correlation sum in (7) reaches virtual momenta of order $1/\lambda$, where expanding the orbitals in $\lambda$ is not allowed. For correlated energies with $n\ge2$, equation (9) is therefore used here through $m=1$ and nothing is claimed beyond. The mean-field model below has no projector, and its equations keep the symmetry $\lambda\to-\lambda$. Its regularity at $\lambda=0$ is assumed.

## When two relativistic complexes share one nonrelativistic complex

Two electrons outside 1s$^2$ show why the condition is needed. For $J=0$ and even parity the nonrelativistic $n=2$ complex contains 2s$^2$, 2p$_{1/2}^2$ and 2p$_{3/2}^2$. The first two form one relativistic complex and mix already at zeroth order. The third lies $2\delta$ above. If $v$ is its coupling to the lower eigenvector, equations (6) and (7) give

$$\varepsilon_2\ni-\frac{v^2}{2\delta}\simeq-\frac{16v^2}{\lambda^2},\qquad
\text{amplitude}\simeq-\frac{gv}{2\delta}\simeq-\frac{16v}{\alpha^2Z^3}.\tag{10}$$

The negative power of $\lambda$ has no place in (9). The remedy is to expand the matrix elements of the effective Hamiltonian on the whole nonrelativistic complex, and to diagonalize afterwards. The parameter $\alpha^2Z^3$ then decides which coupling scheme applies.

The opposite limit is $\lambda\to0$ at fixed $g$. The 2p$^2$ part of the ground state is then $^1S$. Its one-electron density matrix is invariant under separate rotations of space and spin, so all six 2p spin-orbitals are equally filled. Two belong to $j=\tfrac12$ and four to $j=\tfrac32$, which gives a population ratio of 1:2.

A model calculation joins the limits. All 28 two-electron determinants of the $n=2$ shell were diagonalized, with the Dirac splitting from (5), nonrelativistic $n=2$ repulsion integrals and the first-order core shift of 2p against 2s derived below. The mean numbers of electrons in the ground state are:

| $Z$ | $\alpha^2Z^3$ | in 2p$_{1/2}$ | in 2p$_{3/2}$ |
|---|---|---|---|
| 10 | 0.053 | 0.0341 | 0.0655 |
| 17 | 0.262 | 0.0351 | 0.0581 |
| 30 | 1.44 | 0.0395 | 0.0323 |
| 60 | 11.5 | 0.0490 | 0.0027 |

The ratio is near 1:2 at the top, and the 2p$_{3/2}$ part is nearly gone at the bottom. The entries illustrate the change of coupling and are not populations of real ions. With Dirac orbitals in the repulsion integrals and core shifts, the pairs become 0.0336 and 0.0667 at $Z=10$, 0.0357 and 0.0369 at $Z=30$, and 0.0344 and 0.0036 at $Z=60$. The loss of the 2p$_{3/2}$ part survives this change, but most of the rise in the 2p$_{1/2}$ column does not. At fixed $\alpha Z=0.3$, halving $1/Z$ from $10^{-4}$ to $5\times10^{-5}$ lowers the 2p$_{3/2}$ number from $7.59\times10^{-7}$ to $1.90\times10^{-7}$, the factor of four expected from the squared amplitude. The 2p$_{1/2}$ number stays at 0.053 (0.045 with Dirac integrals). The model's $\varepsilon_2$ was estimated by finite differences with step $g=10^{-5}$, which is good to about one percent. The estimates are $-2.14$ at $\alpha Z=0.1$ and $-0.53$ at 0.2, and their ratio is about 4, as the leading law (10) requires.

## First order for the lithium-like interval

With a filled 1s shell and one electron in $n=2$, the states 1s$^2$2s and 1s$^2$2p$_{1/2}$ are each alone in their nonrelativistic complex, because they differ in parity and 2p$_{3/2}$ has another $J$. Each is also the lowest state of its parity and $J$, so it lies below every continuum to which it could couple. Equation (9) applies, and $a_{m0}=0$ for their difference.

The repulsion within the core cancels in the interval. Both valence densities are spherical, so the direct term with two core electrons is $2F^0$, where

$$F^0(a,b)=\iint\frac{\rho_{aa}(x)\rho_{bb}(y)}{x_>}\,dx\,dy,\qquad
G^k(a,b)=\iint\rho_{ab}(x)\rho_{ab}(y)\frac{x_<^k}{x_>^{k+1}}\,dx\,dy .\tag{11}$$

For exchange, write the s$_{1/2}$ angular spinor as $\xi_m/\sqrt{4\pi}$ and the p$_{1/2}$ one as $-\boldsymbol\sigma\cdot\hat{\mathbf x}\,\xi_m/\sqrt{4\pi}$. The small component carries the other spinor of the pair. Since $(\boldsymbol\sigma\cdot\hat{\mathbf x})^2=1$, the 1s-2s angular density is $\xi_m^\dagger\xi_{m'}/4\pi$ for both components. It is isotropic, and the sum over the two core spins gives $G^0$.

The 1s-2p$_{1/2}$ angular density is $-\xi_m^\dagger\boldsymbol\sigma\cdot\hat{\mathbf x}\,\xi_{m'}/4\pi$ for both components, a pure dipole. Summing over core spins with $\sum_m\xi_m\xi_m^\dagger=1$ leaves the angular average of

$$(\hat{\mathbf x}\cdot\hat{\mathbf y})\,\xi^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf x})(\boldsymbol\sigma\cdot\hat{\mathbf y})\xi
=(\hat{\mathbf x}\cdot\hat{\mathbf y})^2+i(\hat{\mathbf x}\cdot\hat{\mathbf y})\,\xi^\dagger\boldsymbol\sigma\cdot(\hat{\mathbf x}\times\hat{\mathbf y})\xi .$$

The first term averages to $1/3$. The second averages to zero when $\hat{\mathbf x}$ is turned about $\hat{\mathbf y}$. The first-order coefficient of the interval is therefore

$$B(\lambda)=\left[2F^0(1s,2p)-\tfrac13G^1(1s,2p)\right]-\left[2F^0(1s,2s)-G^0(1s,2s)\right].\tag{12}$$

At $\lambda=0$ the orbitals are $P_{1s}=2xe^{-x}$, $P_{2s}=x(1-x/2)e^{-x/2}/\sqrt2$ and $P_{2p}=x^2e^{-x/2}/\sqrt{24}$. One core electron produces the potential $1/x-e^{-2x}(1+1/x)$, and $\langle1/x\rangle=1/4$ in both valence states. Thus

$$F^0(1s,2s)=\frac14-\frac12\int_0^\infty\left(x-\frac34x^3+\frac14x^4\right)e^{-3x}dx=\frac14-\frac{13}{324}=\frac{17}{81},$$

$$F^0(1s,2p)=\frac14-\frac1{24}\int_0^\infty(x^4+x^3)e^{-3x}dx=\frac14-\frac7{972}=\frac{59}{243}.$$

For $G^0$, the density $\rho=\sqrt2\,x^2(1-x/2)e^{-3x/2}$ has the integral $\int_0^x\rho\,dy=(\sqrt2/3)x^3e^{-3x/2}$. The two orderings of $x$ and $y$ contribute equally, so

$$G^0=2\int_0^\infty\frac{\rho(x)}{x}\int_0^x\rho(y)\,dy\,dx=\frac43\int_0^\infty\left(x^4-\frac{x^5}2\right)e^{-3x}dx=\frac{16}{729}.$$

For $G^1$, $\rho=x^3e^{-3x/2}/\sqrt6$. Integrating first over the larger radius,

$$G^1=\frac13\int_0^\infty y^4e^{-3y/2}\int_y^\infty xe^{-3x/2}dx\,dy
=\frac13\int_0^\infty\left(\frac23y^5+\frac49y^4\right)e^{-3y}dy=\frac{112}{2187}.$$

Inserting these in (12) gives

$$a_{01}=B(0)=\frac{3186-112-2754+144}{6561}=\frac{464}{6561}=0.070721 .\tag{13}$$

The 2s electron penetrates the core more and is repelled less, so 2p$_{1/2}$ lies above 2s. The relativistic slope $a_{11}=dB/d\lambda^2$ at $\lambda=0$ was found by evaluating (12) by quadrature with the Dirac solutions of (4) at five values of $\lambda^2$ from 0.01 to 0.05, and extrapolating $[B(\lambda)-B(0)]/\lambda^2$ to zero. The result is $a_{11}=0.08246$.

## Second order in a frozen-core model

To obtain energies that are not themselves truncated in $1/Z$, take frozen-core Dirac-Hartree-Fock. The orbital $u$ of the 1s$^2$ core satisfies $(h+gJ[u])u=eu$, with $J$ the repulsion by one core electron. The valence level is an eigenvalue of $h+gU[u]$, where $U=2J-K_0$ for 2s and $U=2J-K_1/3$ for 2p$_{1/2}$, and $K_k$ is the exchange operator whose expectation value is $G^k$.

Put $u=u_0+gu_1+\dots$. Since $U$ is quadratic in $u$, it becomes $U_0+gU_1+\dots$, with $U_1$ linear in $u_1$. The valence energy at order $g^2$ is

$$\varepsilon_v^{(2)}=\sum_{k\ne v}\frac{|\langle k|U_0|v\rangle|^2}{\varepsilon_v-\varepsilon_k}+\langle v|U_1|v\rangle,\qquad
u_1=\sum_{k\ne1s}|k\rangle\frac{\langle k|J[u_0]|1s\rangle}{\varepsilon_{1s}-\varepsilon_k}.\tag{14}$$

The first term is the distortion of the valence orbital. The second is the expansion of the core under its own repulsion. The sums include negative-energy states, because the whole mean-field operator is diagonalized.

## Fitting the energies

In (9), $a_{mn}$ multiplies $Z^{2-n+2m}$ when $\alpha$ is fixed. The coefficients $a_{mn}$ and $a_{m+1,n+2}$ then multiply the same power. For instance, $a_{01}Z$ and $a_{13}\alpha^2Z$ cannot be separated by a fit to real ions, however precise the data. A calculation can vary $\alpha$ independently of $Z$ and remove the ambiguity.

The mean-field equations were solved with 22 Laguerre-type radial functions per component at 72 pairs $(g,\lambda^2)$, with $1/Z$ from 0.011 to 0.099 and $(\alpha Z)^2$ from 0.0015 to 0.1985. The scaled interval divided by $g$ was fitted by least squares to a polynomial of degree 5 in $g$ and 6 in $\lambda^2$. Its 42 coefficients leave an rms residual of $1.1\times10^{-10}$. In hartree the leading ones are

$$a_{01}=0.070721,\quad a_{02}=-0.1134,\quad a_{03}=-0.074,\quad a_{11}=0.08246,\quad a_{12}=-0.265 .\tag{15}$$

The fit was not told the values of $a_{01}$ and $a_{11}$ found from (12), and it returns both. At $\alpha Z=0.3$ its coefficient of $g^2$ is $-0.13995$, and the difference of the two levels in (14) gives the same number.

For lithium-like chlorine, Cl$^{14+}$, $Z=17$ and $\alpha^2Z^3=0.262$. The terms, in hartree, are

$$\begin{aligned}
a_{01}Z&=1.20226, & a_{02}&=-0.11342, & a_{03}/Z&=-0.00434,\\
a_{11}\alpha^2Z^3&=0.02157, & a_{12}\alpha^2Z^2&=-0.00408. &&
\end{aligned}\tag{16}$$

They add to 1.10199, and all remaining terms together contribute 0.00006. This small net value is a cancellation: quadrature gives $B=0.07876$ at $\alpha Z=0.3$, which is 0.0006 above $a_{01}+a_{11}\lambda^2$, so the $\lambda^4$ part of $B$ alone contributes about $+0.0003$ at $Z=17$. The interval in this model is 1.10205 hartree, or 29.99 eV. Relativity at first order in the repulsion raises it by about 2 percent, and the cross term $a_{12}$ takes back about a fifth of that rise.

The short formula $a_{01}Z+a_{02}+a_{11}\alpha^2Z^3$ can be compared with the direct mean-field result, in hartree:

| $Z$ | direct | short formula |
|---|---|---|
| 10 | 0.5887 | 0.5982 |
| 17 | 1.1021 | 1.1104 |
| 30 | 2.1160 | 2.1268 |
| 50 | 3.9995 | 3.9715 |

The full fit agrees with the direct values at all four charges to the digits shown. The short formula is 1.6 percent too high at $Z=10$ and 0.7 percent too low at $Z=50$, relative to the direct values. The change of sign shows competing omissions. At $Z=50$ the omitted $a_{03}/Z$ and $a_{12}\alpha^2Z^2$ are negative and total about $-0.037$, so the other omitted terms must add about $+0.065$ to account for the difference of $+0.028$.

These are model energies. Correlation and the relaxation of the core caused by the valence electron are absent; they first enter at second order in the repulsion and change $a_{02}$. The Breit interaction is absent too, and it contributes at the same order $\alpha^2Z^3$ as $a_{11}$. Radiative corrections, nuclear size and nuclear recoil are also left out. Among the coefficients in (15), $a_{01}$ is the one that these omissions leave unchanged, apart from recoil corrections proportional to the electron-to-nucleus mass ratio $m/M$. Recoil also adds a term in $Z^2$ that the interval otherwise lacks: mass polarization lowers 1s$^2$2p by $(m/M)|\langle1s|p_z|2p_0\rangle|^2=0.0780\,(m/M)Z^2$, which is $3.5\times10^{-4}$ hartree for $^{35}$Cl$^{14+}$.
